# Equilibrium constant of water formation at 1200 K from molecular data

## The problem

Hydrogen, oxygen and steam at 1200 K exchange atoms through

\[
\mathrm{H_2}+\tfrac12\,\mathrm{O_2}=\mathrm{H_2O}.
\]

Find the equilibrium constant

\[
K=\frac{p_W/p_0}{(p_H/p_0)\,(p_O/p_0)^{1/2}},\qquad p_0=1\ \text{bar},
\]

where \(H,O,W\) label the molecules H\(_2\), O\(_2\) and H\(_2\)O. Compare it with thermochemical tables, and find the oxygen pressure when steam and hydrogen have equal pressures.

The inputs are rounded measured data:

- Bond lengths: 0.75 Å (H\(_2\)), 1.21 Å (O\(_2\)) and 0.96 Å (H\(_2\)O), with a water angle of 104.5°.
- Vibrational spacings: 0.52 eV (H\(_2\)), 0.19 eV (O\(_2\)) and 0.45, 0.20, 0.47 eV (H\(_2\)O).
- Energies \(D\) for complete separation into ground-state atoms: 4.48 eV (H\(_2\)), 5.12 eV (O\(_2\)) and 9.51 eV (H\(_2\)O).

Each \(D\) starts from the lowest molecular level, so zero-point energy is already included. For water, \(D\) is the energy to break both bonds. The gases are ideal, the molecules are rigid rotors with harmonic vibrations, and \(\hbar=m_e=1\) in the algebra.

## A first estimate by scaling

Separating the reactants costs \(D_H+D_O/2\); forming water returns \(D_W\). The reaction energy is therefore

\[
\Delta E_0=D_H+\tfrac12D_O-D_W=4.48+2.56-9.51=-2.47\ \text{eV}.
\]

With \(kT=0.10341\) eV, the Boltzmann factor contributes \(-\Delta E_0/kT=23.886\) to \(\ln K\).

Against this works the loss of half a gas molecule. A molecule of mass \(m\) has thermal momentum of order \(\sqrt{mkT}\), hence a quantum length of order \(1/\sqrt{mkT}\). With the usual numerical factor, \(\Lambda=\sqrt{2\pi/(mkT)}\). At pressure \(p_0\) it has a volume \(kT/p_0\), which holds about \((kT/p_0)/\Lambda^3\) quantum cells. For O\(_2\) the logarithm of this number is 19.272.

Suppose that the state counts of H\(_2\) and H\(_2\)O cancel, and that oxygen's count is purely translational. Then

\[
\ln K\approx 23.886-\tfrac12(19.272)=14.25,
\qquad \log_{10}K\approx6.2 .
\]

Water is strongly favoured, although the lost freedom of motion cancels a large part of the energy term. The estimate ignores the different masses, the rotations, the vibrations and the electron spin.

## Solution within the molecular model

### Mass action from counting

Let \(Q_i\) be the partition function of one molecule of species \(i\) in volume \(V\), with separated atoms as the common energy zero. In a dilute gas, identical molecules rarely compete for the same state, so the statistical weight of a composition is

\[
\mathcal W=\prod_i\frac{Q_i^{N_i}}{N_i!}.
\]

Stirling's formula gives \(\ln\mathcal W=\sum_i(N_i\ln Q_i-N_i\ln N_i+N_i)\). Atom conservation allows only changes \(dN_i=\nu_i\,d\xi\), with \(\nu_H=-1\), \(\nu_O=-\frac12\), \(\nu_W=1\). Since the derivative of \(-N_i\ln N_i+N_i\) is \(-\ln N_i\), the maximum obeys

\[
\sum_i\nu_i\ln\frac{Q_i}{N_i}=0 .
\]

The lowest molecular level lies at \(-D_i\). Write \(Q_i=q_i e^{D_i/kT}\), where \(q_i\) counts energies from that level, and define \(z_i=(q_i/V)(kT/p_0)\). This is \(q_i\) in the volume available to one molecule at \(p_0\). Using \(N_i=p_iV/kT\),

\[
\frac{Q_i}{N_i}=\frac{q_i}{V}\frac{kT}{p_i}e^{D_i/kT}
=z_i\,\frac{p_0}{p_i}\,e^{D_i/kT}.
\]

Moving the pressures to the other side gives

\[
\ln K=\sum_i\nu_i\ln\frac{p_i}{p_0}
=\sum_i\nu_i\left(\ln z_i+\frac{D_i}{kT}\right),
\]

\[
\boxed{K=\frac{z_W}{z_H\sqrt{z_O}}\,e^{-\Delta E_0/kT}}
\]

Because \(z_i\propto1/p_0\), \(K\propto p_0^{-1+1+1/2}=p_0^{1/2}\). A quoted value therefore needs its standard pressure.

The maximum can be tested without Stirling's formula. Take \(10^9\) water molecules in a volume \(10^9kT/p_0\), let them decompose by this reaction, and average over \(\mathcal W\) for 1 to 12 000 oxygen molecules. The mean composition gives \(\log_{10}K=7.880\), the value that the boxed formula yields below.

### Translation

A box of side \(L\) has levels \(\pi^2n^2/(2mL^2)\) in each direction. When \(L\gg\Lambda\), their sum becomes an integral:

\[
\int_0^\infty e^{-\pi^2n^2/(2mL^2kT)}dn
=\frac12\sqrt{\frac{2mL^2kT}{\pi}}
=L\sqrt{\frac{mkT}{2\pi}}.
\]

Cubing, dividing by \(V=L^3\) and multiplying by \(kT/p_0\) gives

\[
z_{\rm tr}=\left(\frac{mkT}{2\pi}\right)^{3/2}\frac{kT}{p_0}.
\]

Its logarithm is 15.125 for H\(_2\), 19.272 for O\(_2\) and 18.410 for H\(_2\)O.

### Vibration

Levels at \(0,\omega,2\omega,\ldots\) form a geometric series, so

\[
q_{\rm vib}=\prod_j\frac1{1-e^{-\omega_j/kT}} .
\]

For O\(_2\), \(\omega/kT=0.19/0.10341=1.837\), giving 1.1894. H\(_2\) gives 1.0066 because its quantum is five times \(kT\). The three factors of water multiply to 1.1970, mostly from the bend at 0.20 eV.

### Rotation of H\(_2\) and O\(_2\)

The reduced mass of two equal atoms is \(m_a/2\), so \(B=1/(2\mu r^2)=1/(m_ar^2)\). The levels \(BJ(J+1)\) have degeneracy \(2J+1\). With \(u=J(J+1)\), \(du=(2J+1)dJ\), the sum over all \(J\) is approximately

\[
\int_0^\infty e^{-Bu/kT}du=\frac{kT}{B}.
\]

Exchange symmetry halves this. In H\(_2\), even \(J\) goes with one nuclear-spin state and odd \(J\) with three. At high temperature the even and odd sums are equal, giving \((1+3)/2=4\times\frac12\). Oxygen-16 nuclei have no spin, and the electronic ground state admits only odd \(J\), again half the levels. Here \(J\) counts the rotation of the molecule without its electron spin, which enters later as a separate weight. Apart from the factor 4 for H\(_2\),

\[
q_{\rm rot}=\frac{kT}{2B}.
\]

With \(B=7.3724\times10^{-3}\) eV for H\(_2\), this is \(0.10341/0.0147448=7.013\). For O\(_2\), \(B=1.7850\times10^{-4}\) eV gives 289.7. Strictly, the lowest level of O\(_2\) is \(J=1\), at energy \(2B\), whereas this formula counts from the absent \(J=0\). The difference in \(\ln z_O\) is only \(2B/kT\approx0.003\) and is neglected.

### Rotation of water

Let \(x\) lie in the molecular plane parallel to the H–H line, \(y\) along the twofold axis, and \(z\) normal to the plane. Measured from the centre of mass, the moments of inertia are

\[
I_x=\frac{2m_Hm_O}{2m_H+m_O}\,r^2\cos^2\frac\alpha2,\qquad
I_y=2m_Hr^2\sin^2\frac\alpha2,\qquad I_z=I_x+I_y,
\]

where \(m_H,m_O\) are atomic masses. The constants \(A,B,C=1/(2I_x),1/(2I_y),1/(2I_z)\) are 3.3797, 1.7994 and 1.1742 in units of \(10^{-3}\) eV.

The classical energy is \(AJ_x^2+BJ_y^2+CJ_z^2\). The momenta conjugate to the Euler angles are projections of \(\mathbf J\) on the space-fixed polar axis, the body axis and the line of nodes. The last is perpendicular to the other two, which enclose the angle \(\theta\). The triple product of these unit vectors has magnitude \(\sin\theta\), so \(dp_\phi dp_\theta dp_\psi=\sin\theta\,d^3J\). The angles integrate to \(8\pi^2\), and one quantum state occupies \((2\pi)^3\):

\[
\frac{8\pi^2}{(2\pi)^3}\int e^{-(AJ_x^2+BJ_y^2+CJ_z^2)/kT}d^3J
=\frac1\pi\frac{(\pi kT)^{3/2}}{\sqrt{ABC}}
=\sqrt{\pi}\sqrt{\frac{(kT)^3}{ABC}} .
\]

A half-turn about \(y\) exchanges the protons. The same spin argument as for H\(_2\) supplies \(4\times\frac12\), and the factor 4 cancels between product and reactant. Thus

\[
q_{\rm rot,W}=\frac{\sqrt\pi}{2}\sqrt{\frac{(kT)^3}{ABC}}=348.7 .
\]

Diagonalizing the quantum asymmetric top, with nuclear-spin weights, changes \(\ln z_W\) by only 0.0038. This tests both the integral and the factor \(\frac12\).

### Assembly

The O\(_2\) ground state is a spin triplet, of weight 3; the other two molecules have electronic weight 1. Adding the logarithms,

\[
\begin{aligned}
\ln z_H&=15.125+\ln7.013+\ln1.0066=17.080,\\
\ln z_O&=19.272+\ln289.659+\ln1.1894+\ln3=26.212,\\
\ln z_W&=18.410+\ln348.746+\ln1.1970=24.444 .
\end{aligned}
\]

The state-counting part is \(24.444-17.080-13.106=-5.742\). Hence

\[
\ln K=23.886-5.742=18.144,\qquad
\boxed{\log_{10}K=7.88,\quad K\approx7.6\times10^7}
\]

Forgetting the triplet weight would multiply \(K\) by \(\sqrt3\) and give \(\log_{10}K=8.12\).

## Comparing the two results

The scaling estimate is low by \(18.144-14.250=3.894\) in \(\ln K\), a factor of about 49. The omitted terms are:

- Mass of water against hydrogen: \(18.410-15.125=+3.285\).
- Rotation: \(\ln348.746-\ln7.013-\frac12\ln289.659=+1.072\).
- Vibration: \(\ln1.1970-\ln1.0066-\frac12\ln1.1894=+0.087\).
- Oxygen's electron spin: \(-\frac12\ln3=-0.549\).

Their sum is 3.895, equal to the gap within rounding. Both assumptions behind the estimate were weak, and their errors partly cancel. Water has many more states than H\(_2\), which adds \(24.444-17.080=7.364\) to \(\ln K\): it is about nine times heavier, and translation alone supplies a factor \(9^{3/2}\approx27\). The rotation, vibration and spin of oxygen subtract \(\frac12(26.212-19.272)=3.470\). The estimate correctly identified the competition between energy and lost gas, but not the size of the prefactor.

## Temperature dependence

Since \(kT^2\,d\ln(q_i/V)/dT\) at fixed volume is the mean molecular energy, and the factor \(kT/p_0\) in \(z_i\) adds \(kT\), the quantity \(kT^2\,d\ln K/dT\) is the reaction enthalpy \(\Delta H\). Translation gives \(z\propto T^{5/2}\); rotation adds a power 1 for a linear molecule and \(3/2\) for water. The rotational contributions cancel, \(\frac32-1-\frac12=0\), leaving

\[
\Delta H=\Delta E_0-\frac54kT+\sum_i\nu_i\sum_j\frac{\omega_{ij}}{e^{\omega_{ij}/kT}-1}.
\]

At 1200 K this is \(-2.470-0.129+0.023=-2.576\) eV. The negative sign means that heating lowers \(K\).

Two limits of the model show the role of vibration. If \(kT\) is far below every \(\omega\) but rotation is still classical, the last sum vanishes and the prefactor of \(K\) varies as \(T^{-5/4}\). If \(kT\) is far above every \(\omega\), each mode contributes \(kT\). The sum becomes \((3-1-\frac12)kT=\frac32kT\), and the prefactor varies as \(T^{1/4}\). This second limit is formal: the exponent is about \(-1.0\) at 1200 K and still about \(-0.3\) at 4400 K, and the molecules dissociate long before it approaches \(+\frac14\).

Holding \(\Delta H\) at its 1200 K value, \(K\) would reach one when \(1/T'=(1/T)(1-kT\ln K/|\Delta H|)\), or \(T'\approx4400\) K. This is a rough extrapolation. The cost \(D_H/kT\) of splitting H\(_2\) falls from 43 to 12 by then, so free atoms can no longer be left out of the gas composition.

## Tables and the error budget

Tables give roughly \(\log_{10}K=7.9\) and \(\Delta H=-2.6\) eV at 1200 K. The calculated \(\log_{10}K\) is 0.02 below the rounded table value, and the enthalpy agrees to the two figures quoted.

How much this agreement proves depends on the inputs. Rounding can shift \(\Delta E_0\) by up to \(0.005+0.0025+0.005=0.0125\) eV, and hence

\[
\delta\log_{10}K=\frac{0.0125}{0.10341\,\ln10}=0.052 .
\]

Rounding of the bond lengths and vibrational spacings can add about 0.02, and the table value has its own rounding of 0.05. The comparison supports \(K\) at the level of about 0.1 in the logarithm; it cannot test hundredths. Energies need more digits than bond lengths because they enter an exponent divided by a small \(kT\), whereas lengths enter only as powers.

Those omissions of the model that were estimated have smaller effects. For H\(_2\) and O\(_2\), they were sized with Morse wells having the given \(D\) and first vibrational spacing. Summing their numerical levels includes anharmonicity, quantized rotation and bond stretching by rotation. Relative to the rotor-oscillator formula with the same first vibrational spacing and with \(B\) taken from the well's own \(J=0\to1\) spacing, \(\ln z\) rises by 0.043 for H\(_2\) and 0.008 for O\(_2\). This choice reads the input bond lengths as averages over zero-point motion. If they were read as positions of the well minima, the rises against the \(B\) used above would be 0.064 and 0.014, and the net change given below would be about \(-0.02\) with water's terms unchanged.

Rotation also changes water's angle and stretches its bonds. For a distortion \(s\) with stiffness \(f\), the energy \(\frac12fs^2+gs\) has its minimum at \(s=-g/f\), where it is lowered by \(g^2/(2f)\); here \(g\) is the slope of the rotational energy at fixed \(\mathbf J\). A simple bond-and-angle force field, restricted to distortions that keep the twofold symmetry, gives a rise of about 2% in \(z_W\). Fitted to the two lower spacings, this field predicts 0.457 eV for the third, against the input 0.47 eV.

These effects partly cancel: together they would change \(\log_{10}K\) by about \(-0.01\). This is an estimate of size, not a correction to the quoted result. Water's anharmonicity and vibration-rotation coupling, its distortions that break the twofold symmetry, and the fine structure of O\(_2\) are not included.

## The oxygen pressure in a furnace

Solving the definition of \(K\) for oxygen gives

\[
\frac{p_O}{p_0}=\frac1{K^2}\left(\frac{p_W}{p_H}\right)^2 .
\]

For equal steam and hydrogen pressures, \(p_O=1.3\times10^{-13}\) Torr. The energy rounding alone makes this uncertain by about 0.10 in \(\log_{10}p_O\), twice its effect on \(\log_{10}K\).

At a given temperature, the ratio of steam to hydrogen therefore fixes the equilibrium O\(_2\) pressure in the furnace. This is the pressure of O\(_2\) molecules only, \(1.7\times10^{-16}\) bar at equal steam and hydrogen. Oxygen atoms are then about twice as abundant, and with 0.5 bar of each gas OH reaches roughly \(10^{-9}\) bar. These traces do not change \(p_O\) at a fixed ratio. At 1 bar, the neglected molecular volume, taken as roughly 50 Å\(^3\) and compared with \(kT/p_0\), is a relative effect of about \(3\times10^{-4}\), and H\(_2\) at 1 bar would coexist with only \(2\times10^{-7}\) bar of hydrogen atoms. Uniform temperature and a known gas ratio are more fragile assumptions. At fixed ratio, a region 10 K hotter has

\[
\delta\log_{10}p_O\approx\frac{2|\Delta H|}{kT\ln10}\,\frac{10}{1200}=0.18,
\]

about 1.5 times the oxygen pressure. A tenfold error in \(p_W/p_H\) changes \(p_O\) a hundredfold. The result also requires the gas to reach equilibrium: \(K\), together with the pressure and the numbers of hydrogen and oxygen atoms, fixes the final composition within this reaction, but it says nothing about the reaction rate. The numerical output lists the remaining intermediate values.

## Values computed for the example and the checks

```
temperature: 1200 K; kT: 0.10341 eV; p0: 1 bar
masses H, O: 1.008, 15.995 u
bond lengths H2, O2, H2O: 0.75, 1.21, 0.96 angstrom
water angle: 104.5 degrees
H2 vibrational spacings: 0.52 eV
H2 rotational constants: 7.3724e-03 eV
H2 energy to separate into atoms: 4.48 eV
H2 ln z translation: 15.125
H2 q rotation: 7.013; q vibration: 1.0066
H2 electronic weight: 1; ln z total: 17.080
O2 vibrational spacings: 0.19 eV
O2 rotational constants: 1.7850e-04 eV
O2 energy to separate into atoms: 5.12 eV
O2 ln z translation: 19.272
O2 q rotation: 289.659; q vibration: 1.1894
O2 electronic weight: 3; ln z total: 26.212
H2O vibrational spacings: 0.45, 0.20, 0.47 eV
H2O rotational constants: 3.3797e-03, 1.7994e-03, 1.1742e-03 eV
H2O energy to separate into atoms: 9.51 eV
H2O ln z translation: 18.410
H2O q rotation: 348.746; q vibration: 1.1970
H2O electronic weight: 1; ln z total: 24.444
reaction energy dE0: -2.470 eV
energy part of ln K: 23.886
partition-function part of ln K: -5.742
ln K: 18.144; log10 K: 7.880; K: 7.586e+07
log10 K from composition sum: 7.880
log10 K if O2 triplet weight is forgotten: 8.119
rough table log10 K: 7.9; calculated minus table: -0.020
reaction enthalpy: -2.576 eV; rough table: -2.6 eV
largest rounding error of dE0: 0.0125 eV
its effect on log10 K: 0.052
O2 pressure at equal H2 and H2O: 1.30e-13 Torr
H2 quantized rigid rotation, change of ln z: 0.0238
O2 quantized rigid rotation, change of ln z: 0.0006
H2O quantized rigid rotation, change of ln z: 0.0038
H2 all Morse and rotation effects, ln z: 0.0430
O2 all Morse and rotation effects, ln z: 0.0083
H2O antisymmetric stretch from force field: 0.457 eV
H2O centrifugal change of z: 0.0225; linear estimate: 0.0239
net estimated model correction to log10 K: -0.0092
O2 singlet relative weight (rough 1 eV level): 4.2e-05
H atom pressure over H2 at 1 bar: 2.0e-07 bar
molecular volume effect (rough 50 angstrom^3): 3.0e-04
```
